# Conduction-band mass and direct gap in two-band k·p theory

## The decision: which gap belongs to the mass?

Suppose a band calculation for a direct-gap semiconductor has given too small a gap. One remedy is to raise all conduction energies by the same amount. This repairs the gap but leaves the curvature of the conduction band, and hence its effective mass, as it was. Before that mass goes into a transport or confinement model, one must decide whether it can be kept.

Two-band k·p theory gives an estimate. If \(m_0\) is the free-electron mass, \(m_c\) the conduction mass and \(E_g\) the direct gap, then

\[
\frac{m_0}{m_c}=1+\frac{E_p}{E_g},\qquad E_p=\frac{2|p_{cv}|^2}{m_0}.
\]

Here \(p_{cv}\) is the momentum matrix element between the conduction and valence states at the band edge, taken along the direction in which the mass is wanted. When \(E_p\gg E_g\) and \(E_p\) itself hardly changes with the gap, the mass is nearly proportional to the gap, and within this model a mass computed with the wrong gap should not be kept. The formula is derived for a local potential. The last section states what changes when the gap is corrected by a nonlocal term.

## Setting and assumptions

Take one electron in a local periodic potential, without spin-orbit coupling:

\[
H=\frac{\mathbf p^2}{2m_0}+V(\mathbf r).
\]

The band edge is at \(\mathbf k_0\), and \(\mathbf k\) is measured from there. The Bloch states at \(\mathbf k_0\) are \(\psi_n\), with energies \(E_n\). The conduction state \(c\) is nondegenerate, apart from spin, and its energy is stationary at \(\mathbf k_0\).

Write a state at \(\mathbf k_0+\mathbf k\) as \(e^{i\mathbf k\cdot\mathbf r}\phi\), where \(\phi\) has the Bloch character of \(\mathbf k_0\). Since \(\mathbf p=-i\hbar\nabla\), the product rule gives

\[
\mathbf p\,e^{i\mathbf k\cdot\mathbf r}\phi
=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)\phi .
\]

Applying this twice replaces \(\mathbf p^2\) by \((\mathbf p+\hbar\mathbf k)^2=\mathbf p^2+2\hbar\mathbf k\cdot\mathbf p+\hbar^2k^2\). A local potential commutes with the exponential, so

\[
\left[H+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+t\right]\phi=E\phi,
\qquad t=\frac{\hbar^2k^2}{2m_0}.
\]

Expand \(\phi=\sum_n a_n\psi_n\) and project on \(\psi_n\). With \(\mathbf p_{nm}=\langle\psi_n|\mathbf p|\psi_m\rangle\),

\[
(E-E_n-t)\,a_n=\frac{\hbar}{m_0}\sum_m \mathbf k\cdot\mathbf p_{nm}\,a_m .
\]

No band has been dropped yet.

## Curvature from all bands

To first order in \(k\), the conduction energy changes by \(\hbar\mathbf k\cdot\mathbf p_{cc}/m_0\). The energy is stationary, so this vanishes for every direction and \(\mathbf p_{cc}=0\).

For the second order, set \(a_c=1\). The other amplitudes are of first order in \(k\). In row \(n\ne c\), the leading terms are

\[
(E_c-E_n)a_n=\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p_{nc}
\quad\Rightarrow\quad
a_n=\frac{\hbar\,\mathbf k\cdot\mathbf p_{nc}/m_0}{E_c-E_n}.
\]

Inserting this in row \(c\), and using \(\mathbf p_{cn}=\mathbf p_{nc}^*\), gives

\[
E=E_c+t+\sum_{n\ne c}
\frac{|\hbar\mathbf k\cdot\mathbf p_{nc}/m_0|^2}{E_c-E_n}+O(k^3).
\]

Let \(p_{nc}\) now denote the component of \(\mathbf p_{nc}\) along \(\mathbf k\). Each numerator is

\[
\frac{\hbar^2k^2|p_{nc}|^2}{m_0^2}
=\frac{\hbar^2k^2}{2m_0}\,\frac{2|p_{nc}|^2}{m_0}
=t\,\frac{2|p_{nc}|^2}{m_0}.
\]

The mass is defined by \(E=E_c+\hbar^2k^2/2m_c=E_c+(m_0/m_c)t\). Comparing coefficients of \(t\),

\[
\frac{m_0}{m_c}=1+\frac{2}{m_0}\sum_{n\ne c}\frac{|p_{nc}|^2}{E_c-E_n}.
\]

The 1 is the free kinetic energy. A state below \(c\) pushes it upward as \(k\) grows and makes the mass lighter. A state above pushes it downward and makes the mass heavier.

## Keeping two bands

Now keep one valence state \(v\), with \(E_c-E_v=E_g\). The sum has one term, \(E_p/E_g\), and the stated formula follows.

The direction matters. If \(\mathbf p_{cv}\) is a real vector times a phase, and \(\mathbf k\) makes an angle \(\theta\) with it, the squared component carries a factor \(\cos^2\theta\). With \(E_p\) defined from the full length of \(\mathbf p_{cv}\), the second term is then \((E_p/E_g)\cos^2\theta\). At right angles, this model leaves the free mass.

If \(v\) is also nondegenerate and stationary, the same argument applies to it with the opposite denominator, \(E_v-E_c=-E_g\):

\[
\frac{m_0}{m_v}=1-\frac{E_p}{E_g}.
\]

Here \(m_v\) is the electron mass in the valence band. It is negative when \(E_p>E_g\), which means a band curving downward.

For \(E_g\ll E_p\), the conduction mass tends to \(m_0E_g/E_p\). For \(E_g\gg E_p\), the coupling has little effect and \(m_c\) tends to \(m_0\).

## How far the parabola reaches

If both band edges are stationary, so that \(\mathbf p_{cc}=\mathbf p_{vv}=0\), the two-band problem can be solved without perturbation theory. Put the valence edge at zero. The phase of the coupling can be absorbed into \(\psi_v\), and its magnitude is \(\sqrt{E_pt}\), so the matrix is

\[
\begin{pmatrix}t&\sqrt{E_pt}\\ \sqrt{E_pt}&E_g+t\end{pmatrix}.
\]

With \(\lambda=E-t\), the determinant condition is \(\lambda(\lambda-E_g)=E_pt\). Its upper root gives

\[
E=\frac{E_g}{2}+t+\sqrt{\frac{E_g^2}{4}+E_pt}.
\]

To compare this with the parabola, define

\[
x=\frac{E_pt}{E_g^2},\qquad y=\frac{\sqrt{1+4x}-1}{2}.
\]

Then \(E-E_g=t+E_gy\). The parabola rises by \(t+(E_p/E_g)t=t+E_gx\). Since \((2y+1)^2=1+4x\), we have \(y^2+y=x\), and the parabola lies above the band by

\[
E_g(x-y)=E_gy^2\le E_gx^2=\frac{E_p^2t^2}{E_g^3}.
\]

The inequality uses \(0\le y\le x\). For \(k\ne0\), the excess relative to the rise of the band is

\[
\frac{E_gy^2}{t+E_gy}<y<x .
\]

The parabola is therefore reliable when \(E_pt\ll E_g^2\). At fixed \(E_p\), the wave number allowed by this sufficient condition shrinks in proportion to the gap, because \(t\) is proportional to \(k^2\). A fitting window suited to a wide gap can be too wide for a narrow one.

## Three valence states in a cubic crystal

At the zone centre of many cubic semiconductors, an s-like state \(S\) lies above three degenerate p-like states \(X,Y,Z\). The two-band result survives, for the following reason.

Consider \(\langle Y|p_x|S\rangle\). A half-turn about \(x\) leaves \(p_x\) and \(S\) unchanged but reverses \(Y\), so this element vanishes. The other unlike pairs vanish in the same way. A threefold rotation about the cube diagonal permutes the axes, so the three remaining elements are equal:

\[
\langle X|p_x|S\rangle=\langle Y|p_y|S\rangle=\langle Z|p_z|S\rangle=p_{vc},\qquad |p_{vc}|=|p_{cv}|.
\]

Let \(\mathbf k=k\mathbf e\), with \(\mathbf e\) a unit vector. For a p-like state \(|\mathbf f\rangle=f_x|X\rangle+f_y|Y\rangle+f_z|Z\rangle\) with real coefficients,

\[
\langle\mathbf f|\mathbf k\cdot\mathbf p|S\rangle
=k\,p_{vc}\,\mathbf f\cdot\mathbf e .
\]

The state with \(\mathbf f=\mathbf e\) couples with full strength in every direction. The two states perpendicular to it do not couple. Hence \(m_0/m_c=1+E_p/E_g\) is isotropic.

If this set of four states is kept alone, with no momentum coupling among the p-like states, the two uncoupled valence states have energy \(t\). They curve upward with the free mass, so the model cannot describe heavy holes, whose band curves downward. That curvature needs coupling to further states above the valence edge.

## Spin-orbit splitting

Spin-orbit coupling splits the p-like states into a level with \(j=3/2\) and one with \(j=1/2\), lower by \(\Delta\). Represent it by \((\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma\), with \(\mathbf L\) in units of \(\hbar\) and \(\boldsymbol\sigma\) the Pauli matrices. For \(l=1\) and spin 1/2,

\[
\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34=
\begin{cases}1,&j=3/2,\\-2,&j=1/2.\end{cases}
\]

The levels are \(\Delta/3\) and \(-2\Delta/3\), a distance \(\Delta\) apart. The upper one is the valence edge, and \(E_g\) is measured from it.

The operators that project on the two levels are

\[
\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad
\Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3},
\]

as inserting the eigenvalues 1 and \(-2\) shows. The conduction state couples to \(|\mathbf e\rangle\) with unchanged spin. Since \(|\mathbf e\rangle\) is a real combination of real orbitals, \(\langle\mathbf e|\mathbf L|\mathbf e\rangle=0\). The weights are therefore 2/3 and 1/3 for either spin, and no term mixes the two conduction spins. Dividing each weight by its own energy distance gives

\[
\frac{m_0}{m_c}=1+\frac{E_p}{3}
\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right).
\]

For \(\Delta=0\) this returns the earlier formula. For \(\Delta>0\) at fixed \(E_g\), one third of the coupling acts across a larger distance, and the mass is heavier. Spin-orbit terms that depend on \(\mathbf k\) have been left out.

## Numbers for a model semiconductor

Take the round model values \(E_p=24\) eV, \(E_g=1.5\) eV and \(\Delta=0.3\) eV. Without spin-orbit coupling,

\[
\frac{m_0}{m_c}=1+\frac{24}{1.5}=17,\qquad m_c=0.0588\,m_0 .
\]

The valence partner has \(m_0/m_v=1-16=-15\), or \(m_v=-0.0667\,m_0\). With spin-orbit coupling,

\[
\frac{m_0}{m_c}=1+8\left(\frac{2}{1.5}+\frac{1}{1.8}\right)=16.11,
\qquad m_c=0.0621\,m_0 ,
\]

which is about 6 % heavier than without it.

Now halve the gap to 0.75 eV at fixed \(E_p\), again without spin-orbit coupling. The inverse ratio becomes \(1+24/0.75=33\), and the mass falls to \(0.0303\,m_0\), about half its former value. In this model, a gap error of a factor of two passes almost fully into the mass.

For the range of the parabola, use \(\hbar^2/2m_0=0.0381\) eV nm². At \(k=0.5\) nm⁻¹, \(t=0.0381\times0.25=0.00953\) eV. The parabola rises by \(17t=0.162\) eV, while the two-band energy rises by 0.149 eV. The table gives both rises and the excess of the parabola relative to the band's rise.

| \(k\) (nm⁻¹) | band (eV) | parabola (eV) | excess |
|---:|---:|---:|---:|
| 0.2 | 0.0255 | 0.0259 | 1.5 % |
| 0.5 | 0.149 | 0.162 | 9 % |
| 1.0 | 0.503 | 0.648 | 29 % |

To keep the excess below 1 %, it suffices that \(x<0.01\), or \(t<0.01\times1.5^2/24=0.00094\) eV. This means \(k\) below about 0.16 nm⁻¹. At half the gap, the same criterion halves this wave number.

## A crystal with all its bands

The model above takes \(E_p\) as given and has no remote bands. Both points can be examined in a one-dimensional crystal with

\[
V(x)=2U\cos(2\pi x/a),\qquad a=0.5\ \text{nm}.
\]

The gap between its first and second bands lies at the zone edge, \(k_0=\pi/a=6.283\) nm⁻¹.

For weak \(U>0\), keep the plane waves with wave numbers \(\pm k_0\). The potential couples them with strength \(U\), so their energies are \(\hbar^2k_0^2/2m_0\mp U\) and the gap is \(2U\). The lower state is proportional to \(\sin k_0x\), the upper to \(\cos k_0x\). Since \(p\sin k_0x=-i\hbar k_0\cos k_0x\), the matrix element has magnitude \(\hbar k_0\), and

\[
E_p=\frac{2\hbar^2k_0^2}{m_0}=4\,\frac{\hbar^2k_0^2}{2m_0}
=4\times0.0381\times6.283^2=6.02\ \text{eV}.
\]

In this limit, \(E_p\) is set by the lattice period and does not depend on the gap.

For finite \(U\), the Hamiltonian was diagonalized in 16 plane waves, and \(E_p\) was computed from the resulting states. The true curvature came from a five-point second difference of the conduction energy with a step of 0.02 nm⁻¹. The last two columns give \(m_0/m_c\).

| \(U\) (eV) | \(E_g\) (eV) | \(E_p\) (eV) | two-band | curvature |
|---:|---:|---:|---:|---:|
| 0.25 | 0.500 | 6.03 | 13.059 | 13.058 |
| 0.50 | 0.998 | 6.06 | 7.068 | 7.064 |
| 1.00 | 1.986 | 6.18 | 4.112 | 4.092 |

The sum over all bands in this basis reproduces the curvature to the digits shown. The two-band value is too large by 0.007 %, 0.06 % and 0.5 % of the curvature value. The sign follows from the sum: \(v\) is the only state below \(c\), so every omitted term is negative or zero. In a three-dimensional crystal, deeper states may also lie below \(c\), and the net sign of the omitted terms is then not fixed. Nor need the error be as small in a real semiconductor as it is here.

While the gap grows by a factor of 3.97, \(E_p\) changes by 2.6 %. One can therefore try to predict the mass at the largest gap from \(E_p\) at the smallest:

\[
\frac{m_0}{m_c}\approx1+\frac{6.027}{1.986}=4.03 .
\]

This is 1.4 % below the true 4.09. Keeping the curvature found at the smallest gap would have given 13.06. Here the gap is changed through the local potential, which amounts to a different crystal. The example supports a fixed \(E_p\) for such changes only, not for a gap opened by a nonlocal term.

## Using the result in a band calculation

Suppose a calculation without spin-orbit coupling gives a curvature ratio \(R=m_0/m_c\) at gap \(E_g\), while the wanted gap is \(E_g'\). If the two-band form holds, \(E_p=(R-1)E_g\). If \(E_p\) also stays fixed, the corrected ratio is

\[
R'=1+(R-1)\frac{E_g}{E_g'} .
\]

For \(R=33\), \(E_g=0.75\) eV and \(E_g'=1.5\) eV, this gives \(R'=1+32/2=17\). With spin-orbit coupling, extract \(E_p\) from the formula containing \(\Delta\), then insert the new gap there.

This is an estimate, derived for a gap that changes through a local potential at fixed \(E_p\). It is best examined by computing the curvature itself with a method that gives a better gap.

Nonlocal potentials need further care. They occur in many pseudopotentials and in hybrid functionals. Such a \(V\) does not commute with \(e^{i\mathbf k\cdot\mathbf r}\), and the first step of the derivation becomes

\[
e^{-i\mathbf k\cdot\mathbf r}Ve^{i\mathbf k\cdot\mathbf r}
=V-i[\mathbf k\cdot\mathbf r,V]
-\tfrac12[\mathbf k\cdot\mathbf r,[\mathbf k\cdot\mathbf r,V]]+\dots
\]

The linear term replaces \(\mathbf p\) by \(m_0\mathbf v\), where \(\mathbf v=(i/\hbar)[H,\mathbf r]\). The quadratic term adds to the free-electron 1. A matrix element of bare \(\mathbf p\) then need not reproduce the curvature of the computed band, even when all bands are summed.

This limits the rescaling rule as well. The rigid shift of the conduction bands is itself a nonlocal operator, a constant times the projector on the conduction states. It leaves the states, and hence the bare \(p_{cv}\), unchanged, yet it also leaves the curvature unchanged, so the rule fails for it. An exchange term of very long range tends to such a rigid shift, while one of very short range acts as a local potential. When the missing gap comes from nonlocal exchange or a self-energy, the rule can therefore overestimate the increase of the mass, and an unchanged bare matrix element does not show that it holds.
